# Why Linear Vector Potentials Leak and Linear Scalar Potentials Confine Dirac Particles: verification in Python

```python
"""
Dirac particle in linear potentials: H = alpha.p + beta*(m + b*r) + a*r.
Result under test: b > |a| gives a discrete spectrum; a = b > 0 gives
discrete levels above m and a continuum below -m; |a| > b binds nothing.
For a > b the leak on a line has transmission
    T = exp(-pi*(m*a + E*b)**2 / (a*a - b*b)**1.5).
Symbols: a vector slope, b scalar slope, E energy, M mass (=1), kappa the
angular quantum number, G and F upper and lower radial functions.
Units: hbar = c = m = 1, so slopes are in m^2 and lengths in 1/m.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros

M = 1.0


def dirac_rhs(r, y, E, a, b, kappa):
    angular = kappa / r if kappa else 0.0
    return np.array([
        -angular * y[0] + (E - a * r + M + b * r) * y[1],
        angular * y[1] - (E - a * r - M - b * r) * y[0]])


def lattice_levels(a, b, R, low, high, h=0.01):
    """kappa=-1 levels; G on whole and F on half lattice points.
    F(h/2) is left out: its coupling to G vanishes identically."""
    size = 2 * int(round(R / h)) - 1
    pos = h * (1 + 0.5 * np.arange(size))
    upper = np.arange(size) % 2 == 0
    diagonal = a * pos + np.where(upper, 1, -1) * (M + b * pos)
    r_lower = np.where(upper[:-1], pos[1:], pos[:-1])
    coupling = np.where(upper[:-1], -1 / h, 1 / h) - 0.5 / r_lower
    return eigh_tridiagonal(diagonal, coupling, eigvals_only=True,
                            select='v', select_range=(low, high))


def leak_exponent(E, a, b):
    return np.pi * (M * a + E * b)**2 / (a * a - b * b)**1.5


print("Units: energy m, slope m^2, length 1/m; mass m = 1")

# Confined spectra: levels must not notice the box.
b_conf = 0.5
print(f"Scalar slope for bound examples b = {b_conf} m^2")
for a in (0.0, 0.3, 0.5):
    low = -3.0 if a < b_conf else 0.0
    small = lattice_levels(a, b_conf, 20, low, 5.0)
    large = lattice_levels(a, b_conf, 40, low, 5.0)
    assert len(small) == len(large)
    assert np.max(np.abs(small - large)) < 1e-7
    positive = large[large > 0]
    assert len(positive) >= 3
    print(f"a={a}: levels/m =", " ".join(f"{e:.3f}" for e in positive[:3]))
    print(f"  count in ({low},5.0) m, R=20 and 40: {len(small)}, {len(large)}")
    if a < b_conf:
        print(f"  highest negative level = {large[large < 0][-1]:.3f} m")

# Equal slopes: closed Airy condition against the lattice.
zeros = -ai_zeros(3)[0]
airy_levels = np.array([
    brentq(lambda E: (E - M) * (E + M)**(1 / 3)
           - (2 * b_conf)**(2 / 3) * z, M, 20) for z in zeros])
equal_levels = lattice_levels(0.5, b_conf, 20, 0, 5)
assert np.max(np.abs(equal_levels[:3] - airy_levels)) < 5e-4
print("Airy condition a=b: levels/m =",
      " ".join(f"{e:.3f}" for e in airy_levels))
assert len(lattice_levels(0.5, 0.5, 40, -0.95, 0.95)) == 0

# Continua: the number of box levels must grow with the box.
for a, b, low, high in ((0.5, 0.0, 1.2, 3.0), (0.5, 0.3, 1.2, 3.0),
                        (0.5, 0.5, -3.0, -1.2), (-0.5, 0.5, 1.2, 3.0)):
    n20 = len(lattice_levels(a, b, 20, low, high))
    n40 = len(lattice_levels(a, b, 40, low, high))
    assert n40 > 1.5 * n20 > 0
    print(f"a={a}, b={b}: count in ({low},{high}) m, R=20,40: {n20}, {n40}")

# Gaussian growth rate when the scalar slope dominates.
a, b = 0.3, 0.5
radii = [25.0, 30.0, 35.0]
grow = solve_ivp(dirac_rhs, (1, 35), [1.0, 0.0], args=(1.0, a, b, -1),
                 method='DOP853', rtol=1e-9, atol=1e-12, t_eval=radii)
log_size = np.log(np.hypot(grow.y[0], grow.y[1]))
rate = (log_size[2] - 2 * log_size[1] + log_size[0]) / 25
expected_rate = np.sqrt(b * b - a * a)
assert abs(rate / expected_rate - 1) < 0.03
print(f"Growth curvature a=0.3,b=0.5: {rate:.4f} m^2")
print(f"  asymptotic sqrt(b^2-a^2): {expected_rate:.4f} m^2")


# Vector dominance: every solution keeps a finite mean density far out.
def rhs_with_norm(r, y, E, a, b, kappa):
    return np.append(dirac_rhs(r, y[:2], E, a, b, kappa),
                     y[0]**2 + y[1]**2)


shell_ratios = []
for b in (0.0, 0.3):
    for kappa in (-1, 1, 2):
        for start in ([1.0, 0.0, 0.0], [0.0, 1.0, 0.0]):
            tail = solve_ivp(rhs_with_norm, (1, 60), start,
                             args=(2.0, 0.5, b, kappa), method='DOP853',
                             rtol=1e-8, atol=1e-10, t_eval=[30, 45, 60])
            n = tail.y[2]
            shell_ratios.append((n[2] - n[1]) / (n[1] - n[0]))
assert max(abs(np.array(shell_ratios) - 1)) < 0.10
print("Norm in r=45..60 over norm in r=30..45, a=0.5, b=0 and 0.3:")
print(f"  smallest {min(shell_ratios):.3f}, largest {max(shell_ratios):.3f}")


# Transmission on a line, from scattering states.
def line_transmission(E, a, b, X=30.0):
    def current_ratio(x):
        return np.sqrt((E - a * x - M - b * x) / (E - a * x + M + b * x))
    q_right, q_left = current_ratio(X), current_ratio(-X)
    wave = solve_ivp(dirac_rhs, (X, -X), np.array([1, 1j * q_right]),
                     args=(E, a, b, 0), method='DOP853',
                     rtol=1e-9, atol=1e-12).y[:, -1]
    incoming = 0.5 * (wave[0] + wave[1] / (1j * q_left))
    return q_right / (q_left * abs(incoming)**2)


for E, a, b in ((2.0, 0.5, 0.0), (2.0, 0.5, 0.1), (1.0, 1.0, 0.5)):
    T_num = line_transmission(E, a, b)
    T_formula = np.exp(-leak_exponent(E, a, b))
    assert abs(T_num / T_formula - 1) < 3e-3
    print(f"T on line, E={E} m, a={a}, b={b}: {T_num:.4e}")
    print(f"  closed formula: {T_formula:.4e}")

# Barrier exponent by quadrature; it diverges as b approaches a.
for b in (0.0, 0.3, 0.45):
    E, a = 2.0, 0.5
    r1, r2 = (E - M) / (a + b), (E + M) / (a - b)
    action = 2 * quad(lambda r: np.sqrt(max(
        (M + b * r)**2 - (E - a * r)**2, 0.0)), r1, r2, limit=200)[0]
    assert abs(action / leak_exponent(E, a, b) - 1) < 1e-5
    print(f"E=2 m,a=0.5,b={b}: barrier {r1:.3f} to {r2:.3f} /m,"
          f" exponent {action:.2f}")
print(f"Weak slope a=0.05, b=0: T = {np.exp(-leak_exponent(2, 0.05, 0)):.2e}")


# Resonances: match regular and outgoing solutions on a complex ray.
def mismatch(E, a, b, angle):
    ray = np.exp(-1j * angle)
    s_start, s_match, s_end = 1e-3, 1.5, 16.0

    def rhs(s, y):
        return ray * dirac_rhs(ray * s, y, E, a, b, -1)

    options = dict(method='DOP853', rtol=1e-12, atol=1e-25)
    r = ray * s_start
    regular = np.array([r, -(E - M) * r**2 / 3 + (a + b) * r**3 / 4])
    inner = solve_ivp(rhs, (s_start, s_match), regular, **options).y[:, -1]
    r = ray * s_end
    A, B = E - a * r + M + b * r, E - a * r - M - b * r
    slope = np.sqrt(1 / r**2 - A * B)
    if (slope * ray).real > 0:
        slope = -slope
    outgoing = np.array([1.0 + 0j, (slope - 1 / r) / A])
    outer = solve_ivp(rhs, (s_end, s_match), outgoing, **options).y[:, -1]
    return inner[1] / inner[0] - outer[1] / outer[0]


def resonance(guess, a, b, angle):
    E0, E1 = guess + 0j, guess - 0.02 - 1e-4j
    f0, f1 = mismatch(E0, a, b, angle), mismatch(E1, a, b, angle)
    for _ in range(25):
        step = -f1 * (E1 - E0) / (f1 - f0)
        E0, f0, E1 = E1, f1, E1 + step
        if abs(step) < 1e-10:
            return E1
        f1 = mismatch(E1, a, b, angle)
    raise AssertionError("resonance search did not converge")


def inner_phase(E, a, b):
    r1 = (E - M) / (a + b)
    return quad(lambda r: np.sqrt(max(
        (E - a * r)**2 - (M + b * r)**2, 0.0)), 0, r1)[0]


def round_trip_time(E, a, b):
    """Substitution r = r1*(1-t*t) removes the turning-point singularity."""
    r1 = (E - M) / (a + b)

    def integrand(t):
        r = r1 * (1 - t * t)
        return (E - a * r) * 2 * r1 / np.sqrt(
            (a + b) * r1 * (E + M - (a - b) * r))
    return 2 * quad(integrand, 0, 1)[0]


time_unit = const.hbar / (const.m_e * const.c**2)
field_unit = const.m_e**2 * const.c**3 / (const.e * const.hbar)
print(f"Electron mass: time unit {time_unit:.4e} s")
print(f"  slope unit m^2 as electric field: {field_unit:.4e} V/m")
a = 0.5
widths = []
print("Lowest kappa=-1 resonance, a = 0.5 m^2:")
for b in (0.0, 0.05, 0.1):
    guess = brentq(lambda E: inner_phase(E, a, b) - 0.75 * np.pi, 1.05, 5)
    E_res = resonance(guess, a, b, 0.4)
    E_check = resonance(guess, a, b, 0.3)
    width = -2 * E_res.imag
    assert width > 0 and abs(E_res.real - guess) < 0.2
    assert abs(E_res - E_check) < 0.01 * width
    tau = round_trip_time(E_res.real, a, b)
    T = np.exp(-leak_exponent(E_res.real, a, b))
    estimate = T / tau
    assert 0.4 < width / estimate < 1.3
    widths.append(width)
    print(f"b={b}: E={E_res.real:.4f} m, width={width:.3e} m")
    print(f"  T={T:.3e}, round trip={tau:.3f} /m, T/tau={estimate:.3e} m")
    print(f"  width/(T/tau)={width / estimate:.3f},"
          f" lifetime={time_unit / width:.3e} s")
assert widths[0] > widths[1] > widths[2]
print(f"Width reduction from b=0 to b=0.1: {widths[0] / widths[2]:.1f} times")

print("all tests passed")
```

Output:

```
Units: energy m, slope m^2, length 1/m; mass m = 1
Scalar slope for bound examples b = 0.5 m^2
a=0.0: levels/m = 1.947 2.577 3.042
  count in (-3.0,5.0) m, R=20 and 40: 11, 11
  highest negative level = -2.351 m
a=0.3: levels/m = 2.315 3.147 3.768
  count in (-3.0,5.0) m, R=20 and 40: 12, 12
  highest negative level = -1.735 m
a=0.5: levels/m = 2.535 3.480 4.189
  count in (0.0,5.0) m, R=20 and 40: 4, 4
Airy condition a=b: levels/m = 2.535 3.480 4.189
a=0.5, b=0.0: count in (1.2,3.0) m, R=20,40: 11, 23
a=0.5, b=0.3: count in (1.2,3.0) m, R=20,40: 10, 29
a=0.5, b=0.5: count in (-3.0,-1.2) m, R=20,40: 23, 59
a=-0.5, b=0.5: count in (1.2,3.0) m, R=20,40: 23, 59
Growth curvature a=0.3,b=0.5: 0.4041 m^2
  asymptotic sqrt(b^2-a^2): 0.4000 m^2
Norm in r=45..60 over norm in r=30..45, a=0.5, b=0 and 0.3:
  smallest 0.946, largest 0.999
T on line, E=2.0 m, a=0.5, b=0.0: 1.8672e-03
  closed formula: 1.8674e-03
T on line, E=2.0 m, a=0.5, b=0.1: 2.0605e-06
  closed formula: 2.0602e-06
T on line, E=1.0 m, a=1.0, b=0.5: 1.8780e-05
  closed formula: 1.8779e-05
E=2 m,a=0.5,b=0.0: barrier 2.000 to 6.000 /m, exponent 6.28
E=2 m,a=0.5,b=0.3: barrier 1.250 to 15.000 /m, exponent 59.40
E=2 m,a=0.5,b=0.45: barrier 1.053 to 60.000 /m, exponent 594.79
Weak slope a=0.05, b=0: T = 5.16e-28
Electron mass: time unit 1.2881e-21 s
  slope unit m^2 as electric field: 1.3233e+18 V/m
Lowest kappa=-1 resonance, a = 0.5 m^2:
b=0.0: E=2.1400 m, width=1.830e-04 m
  T=1.867e-03, round trip=7.568 /m, T/tau=2.468e-04 m
  width/(T/tau)=0.742, lifetime=7.040e-18 s
b=0.05: E=2.1806 m, width=8.264e-06 m
  T=7.761e-05, round trip=7.216 /m, T/tau=1.075e-05 m
  width/(T/tau)=0.768, lifetime=1.559e-16 s
b=0.1: E=2.2220 m, width=1.022e-07 m
  T=8.863e-07, round trip=6.909 /m, T/tau=1.283e-07 m
  width/(T/tau)=0.796, lifetime=1.261e-14 s
Width reduction from b=0 to b=0.1: 1791.1 times
all tests passed
```
